# Zone-corner levels of a parabolic band in a triangular moire potential: a program that tests the result

```python
"""Zone-corner levels of a parabolic band in a weak triangular moire potential.

Result under test:
  E_n = s*E_K + 2 V cos(theta_n) - s*(V^2/E_K)*(1 + (2/3) cos(2 theta_n)) + O(V^3)
  theta_n = psi + 2 pi n/3, n = 0, 1, 2
Symbols:
  U(r) = 2 V sum_j cos(G_j.r + psi), three first-shell vectors G_j 120 deg apart
  s = +1 conduction band, -1 valence band; a = moire period
  K = 4 pi/(3a) corner wave number; E_K = hbar^2 K^2/(2m)
Lengths are in nm and energies in meV.
"""
import numpy as np
from scipy import constants as sc

# Example inputs: rough values for a semiconducting heterobilayer
period = 5.0
mass = 0.6
V_ex = 4.0
psi_ex = np.radians(15.0)
sign_ex = -1

meV = 1e-3 * sc.e
K = 4 * np.pi / (3 * period)
E_K = sc.hbar**2 * (K * 1e9)**2 / (2 * mass * sc.m_e) / meV

# Corner waves and first-shell reciprocal vectors
angles = 2 * np.pi * np.arange(3) / 3
q = K * np.column_stack([np.cos(angles), np.sin(angles)])
G = np.roll(q, -1, axis=0) - q
cell = 2 * np.pi * np.linalg.inv(G[:2]).T
area = abs(np.linalg.det(cell))
assert np.isclose(np.linalg.norm(cell[0]), period)

# Real-space grid over one moire cell
N = 24
frac = np.arange(N) / N
X, Y = np.meshgrid(frac, frac, indexing="ij")
r = X[..., None] * cell[0] + Y[..., None] * cell[1]


def potential(V, psi, W=0.0):
    """First harmonic V; optional second- and third-shell harmonics W."""
    U = sum(2 * V * np.cos(r @ g + psi) for g in G)
    for j in range(3):
        U = U + 2 * W * np.cos(r @ (G[j] - G[(j + 1) % 3]) + 0.4)
        U = U + 2 * W * np.cos(r @ (2 * G[j]) + 0.9)
    return U


def corner_matrix(U):
    """Matrix elements between corner waves by real-space quadrature."""
    waves = [np.exp(1j * (r @ p)) for p in q]
    return np.array([[np.mean(w1.conj() * U * w2) for w2 in waves]
                     for w1 in waves])


index = np.array([(i, j) for i in range(-7, 8) for j in range(-7, 8)])


def bands(k, U, s, cutoff2=36.5):
    """Plane-wave levels, ordered outward from the band extremum."""
    p = k + index @ G[:2]
    kinetic = np.sum(p**2, axis=1) / K**2
    keep = kinetic < cutoff2
    ij = index[keep]
    coeff = np.fft.fft2(U) / N**2
    d = ij[:, None, :] - ij[None, :, :]
    H = coeff[d[..., 0] % N, d[..., 1] % N]
    H = H + np.diag(s * E_K * kinetic[keep])
    e = np.linalg.eigvalsh(H)
    return e if s > 0 else e[::-1]


def theta(psi):
    return psi + 2 * np.pi * np.arange(3) / 3


def first(V, psi):
    return 2 * V * np.cos(theta(psi))


def second(V, psi, s):
    return -s * V**2 / E_K * (1 + 2 / 3 * np.cos(2 * theta(psi)))


# Next shells of plane waves reached at the corner
shells = np.unique(np.round(np.sum((q[0] + index @ G[:2])**2, axis=1) / K**2, 6))
assert np.allclose(shells[:3], [1, 4, 7])

# Quadrature matrix, labelled eigenvectors, densities and splittings
for psi in np.radians([15.0, 40.0, -77.0]):
    U = potential(V_ex, psi)
    M = corner_matrix(U)
    shift = first(V_ex, psi)
    assert np.allclose(np.diag(M), 0, atol=1e-10)
    assert np.isclose(M[1, 0], V_ex * np.exp(1j * psi))
    eig = np.linalg.eigvalsh(M)
    assert np.allclose(eig, np.sort(shift), atol=1e-10)
    assert np.isclose(np.sum(eig**2), 6 * V_ex**2)
    measured = np.zeros(3)
    for n in range(3):
        v = np.exp(-2j * np.pi * n * np.arange(3) / 3) / np.sqrt(3)
        assert np.allclose(M @ v, shift[n] * v, atol=1e-10)
        wave = sum(v[j] * np.exp(1j * (r @ q[j])) for j in range(3))
        rho = abs(wave)**2
        measured[n] = np.mean(rho * U)
        at_points = [rho[8 * m, 8 * m] for m in range(3)]
        assert np.allclose(at_points, 3.0 * (np.arange(3) == n), atol=1e-10)
        assert np.isclose(measured[n], U[8 * n, 8 * n] / 3)
    split = 2 * np.sqrt(3) * V_ex * np.sin(theta(psi) + np.pi / 3)
    assert np.allclose(measured - np.roll(measured, -1), split, atol=1e-10)
    # Higher harmonics do not connect the corner waves
    M_high = corner_matrix(potential(V_ex, psi, W=0.3 * V_ex))
    assert np.allclose(M_high, M, atol=1e-10)

# Error scaling against full diagonalization when V is halved
ratios = []
for s in (1, -1):
    for psi in np.radians([15.0, 40.0]):
        errors = []
        for V in (0.01 * E_K, 0.005 * E_K):
            full = np.sort(bands(q[0], potential(V, psi), s)[:3])
            high = np.sort(bands(q[0], potential(V, psi, 0.3 * V), s)[:3])
            one = s * E_K + first(V, psi)
            two = one + second(V, psi, s)
            errors.append([np.max(abs(full - np.sort(one))),
                           np.max(abs(full - np.sort(two))),
                           np.max(abs(high - np.sort(one)))])
        ratios.append(np.array(errors[0]) / np.array(errors[1]))
ratios = np.array(ratios)
assert np.all(abs(ratios[:, 0] - 4) < 0.3)
assert np.all(abs(ratios[:, 1] - 8) < 1.2)
assert np.all(abs(ratios[:, 2] - 4) < 0.4)

# Degeneracies at multiples of 60 degrees; a split case for contrast
for degrees in (0, 60, 120, 15):
    e = bands(q[0], potential(V_ex, np.radians(degrees)), sign_ex)[:3]
    smallest = np.min(abs(np.diff(e)))
    assert (smallest < 1e-8) if degrees % 60 == 0 else (smallest > 1.0)

# Worked example
U_ex = potential(V_ex, psi_ex)
shift1 = first(V_ex, psi_ex)
shift2 = second(V_ex, psi_ex, sign_ex)
order = np.argsort(-shift1)
corner = bands(q[0], U_ex, sign_ex)[:3]
full_shift = np.empty(3)
full_shift[order] = corner - sign_ex * E_K
err1 = np.max(abs(full_shift - shift1))
err2 = np.max(abs(full_shift - shift1 - shift2))
assert err2 < err1
assert np.allclose(corner, bands(-q[0], U_ex, sign_ex)[:3], atol=1e-9)
smaller_basis = bands(q[0], U_ex, sign_ex, cutoff2=20.5)[:3]
basis_change = np.max(abs(corner - smaller_basis))
assert basis_change < 1e-4

# Highest two valence moire bands over the whole zone
mesh = np.array([bands((i * G[0] + j * G[1]) / 12, U_ex, sign_ex)[:2]
                 for i in range(12) for j in range(12)])
band1_bottom, band2_top = mesh[:, 0].min(), mesh[:, 1].max()

# Sizes of neglected effects, from further rough inputs
eps_r, band_gap, tunnel, offset = 5.0, 1000.0, 2.0, 100.0
atomic_period, strain = 0.35, 0.001
coulomb = sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r * period * 1e-9) / meV
kT4, kT300 = sc.k * 4 / meV, sc.k * 300 / meV
density = 1 / area * 1e14

# Two-band model: corner waves carry different Bloch spinors
M_ex = corner_matrix(U_ex)
root = np.sqrt(band_gap**2 / 4 + band_gap * E_K)
common_shift = E_K - (root - band_gap / 2)
spinor_change = 0.0
for valley in (1, -1):
    H6 = np.kron(M_ex, np.eye(2)).astype(complex)
    for j in range(3):
        c = np.sqrt(band_gap * E_K) * np.exp(-1j * valley * angles[j])
        H6[2*j:2*j+2, 2*j:2*j+2] += np.array(
            [[band_gap / 2, c], [np.conj(c), -band_gap / 2]])
    dirac_shift = np.linalg.eigvalsh(H6)[:3] + root
    spinor_change = max(spinor_change,
                        np.max(abs(dirac_shift - np.sort(shift1))))

# Bound: three tunnelling harmonics add, smallest energy distance
tunnel_bound = (3 * tunnel)**2 / (offset - E_K)
W_ex = 0.1 * V_ex
harmonic_change = np.max(abs(
    bands(q[0], potential(V_ex, psi_ex, W_ex), sign_ex)[:3] - corner))
stretch = np.diag([1 + strain * period / atomic_period, 1.0])
strained = E_K * np.sum((q @ stretch)**2, axis=1) / K**2
strain_spread = np.ptp(strained)

print(f"moire period a = {period:.1f} nm")
print(f"mass m = {mass:.2f} electron masses")
print(f"V = {V_ex:.1f} meV, psi = {np.degrees(psi_ex):.1f} deg")
print(f"corner wave number K = {K:.4f} 1/nm")
print(f"corner kinetic energy E_K = {E_K:.2f} meV")
print(f"distance to next waves 3 E_K = {3*E_K:.1f} meV")
print(f"V/(3 E_K) = {V_ex/(3*E_K):.4f}")
for n in range(3):
    print(f"n={n}: theta = {np.degrees(theta(psi_ex)[n]):.0f} deg")
    print(f"  U(R_n) = {U_ex[8*n, 8*n]:.3f} meV")
    print(f"  first-order shift = {shift1[n]:.3f} meV")
    print(f"  second-order term = {shift2[n]:.3f} meV")
    print(f"  first + second = {shift1[n]+shift2[n]:.3f} meV")
    print(f"  full plane-wave shift = {full_shift[n]:.3f} meV")
top_two = shift1[order[0]] - shift1[order[1]]
print(f"top splitting, first order = {top_two:.3f} meV")
print(f"top splitting, full = {corner[0]-corner[1]:.3f} meV")
print(f"largest error, first order = {err1:.3f} meV")
print(f"largest error, second order = {err2:.3f} meV")
print(f"basis-size change = {basis_change:.1e} meV")
print("error ratios on halving V (min to max):")
print(f"  after first order: {ratios[:,0].min():.3f} to {ratios[:,0].max():.3f}")
print(f"  after second order: {ratios[:,1].min():.3f} to {ratios[:,1].max():.3f}")
print(f"band 1 bottom on 12x12 mesh = {band1_bottom:.3f} meV")
print(f"band 2 top on 12x12 mesh = {band2_top:.3f} meV")
print(f"band 1 bottom - band 2 top = {band1_bottom-band2_top:.3f} meV")
print("Neglected effects (rough inputs):")
print(f"one hole per cell = {density:.2e} cm^-2")
print(f"Coulomb e^2/(4 pi eps a), eps_r={eps_r:.0f}: {coulomb:.1f} meV")
print(f"kT at 4 K = {kT4:.3f} meV; at 300 K = {kT300:.1f} meV")
print(f"two-band gap = {band_gap:.0f} meV")
print(f"  common nonparabolic shift = {common_shift:.2f} meV")
print(f"  largest change of a shift = {spinor_change:.2f} meV")
print(f"tunnelling {tunnel:.0f} meV, offset {offset:.0f} meV")
print(f"  bound on level change = {tunnel_bound:.2f} meV")
print(f"higher harmonics of {W_ex:.1f} meV: change {harmonic_change:.3f} meV")
print(f"strain {100*strain:.1f} %, atomic period {atomic_period:.2f} nm")
print(f"  kinetic spread of corner waves = {strain_spread:.2f} meV")
print("PASS")
```

Printed output:

```
moire period a = 5.0 nm
mass m = 0.60 electron masses
V = 4.0 meV, psi = 15.0 deg
corner wave number K = 0.8378 1/nm
corner kinetic energy E_K = 44.57 meV
distance to next waves 3 E_K = 133.7 meV
V/(3 E_K) = 0.0299
n=0: theta = 15 deg
  U(R_n) = 23.182 meV
  first-order shift = 7.727 meV
  second-order term = 0.566 meV
  first + second = 8.294 meV
  full plane-wave shift = 8.277 meV
n=1: theta = 135 deg
  U(R_n) = -16.971 meV
  first-order shift = -5.657 meV
  second-order term = 0.359 meV
  first + second = -5.298 meV
  full plane-wave shift = -5.284 meV
n=2: theta = 255 deg
  U(R_n) = -6.212 meV
  first-order shift = -2.071 meV
  second-order term = 0.152 meV
  first + second = -1.919 meV
  full plane-wave shift = -1.913 meV
top splitting, first order = 9.798 meV
top splitting, full = 10.190 meV
largest error, first order = 0.550 meV
largest error, second order = 0.017 meV
basis-size change = 2.7e-08 meV
error ratios on halving V (min to max):
  after first order: 3.993 to 4.007
  after second order: 7.982 to 8.017
band 1 bottom on 12x12 mesh = -36.289 meV
band 2 top on 12x12 mesh = -37.070 meV
band 1 bottom - band 2 top = 0.780 meV
Neglected effects (rough inputs):
one hole per cell = 4.62e+12 cm^-2
Coulomb e^2/(4 pi eps a), eps_r=5: 57.6 meV
kT at 4 K = 0.345 meV; at 300 K = 25.9 meV
two-band gap = 1000 meV
  common nonparabolic shift = 1.83 meV
  largest change of a shift = 0.53 meV
tunnelling 2 meV, offset 100 meV
  bound on level change = 0.65 meV
higher harmonics of 0.4 meV: change 0.094 meV
strain 0.1 %, atomic period 0.35 nm
  kinetic spread of corner waves = 0.96 meV
PASS
```
